\section*{Sphere–Plane van der Waals Force from the Planar Interaction Energy}

\section{What dimensions and geometry fix}

A smooth sphere of radius $R$ faces a thick flat solid. The closest distance between the surfaces is $d$. Let the attraction be nonretarded, meaning that the travel time of the electromagnetic field across the gap is negligible. The materials then set an energy scale, the Hamaker constant $A$, and the geometry supplies two lengths. For given materials the interaction energy must therefore have the form $U=A\,u(d/R)$. The function $u$ may still depend on dimensionless material properties, such as permittivity ratios. The force is
\begin{equation}
F=-\frac{dU}{dd}=\frac{A}{R}\,\phi\!\left(\frac dR\right),
\qquad \phi(x)=-u'(x).
\end{equation}
A positive force pushes the sphere away from the plane and a negative force attracts it.

Dimensions alone do not determine $\phi$. Geometry supplies the missing information at small gap. At lateral distance $\rho$ from the closest point, the local gap is $D\simeq d+\rho^2/(2R)$, so that $2\pi\rho\,d\rho\simeq2\pi R\,dD$. Equal steps in gap correspond to equal areas, each proportional to $R$. If the region near the closest point dominates, the force is proportional to $R$, and the dimensional form then requires
\begin{equation}
F\simeq -c\,\frac{AR}{d^2},
\end{equation}
with $c$ a pure number. Both derivations below give $c=1/6$. They also show what ``small gap'' means.

\section{First derivation: planar pressures on a curved surface}

Two parallel half-spaces of the same materials, separated by $D$, have the nonretarded interaction free energy per area
\begin{equation}
E(D)=-\frac{A}{12\pi D^2}.
\label{planar}
\end{equation}
This expression defines $A$. For $A>0$ the half-spaces attract. A liquid in the gap may be included in the value of $A$. The normal force per area is
\begin{equation}
p(D)=-\frac{dE}{dD}=-\frac{A}{6\pi D^3}.
\end{equation}

The Derjaguin approximation assigns to each small patch of the sphere the energy per area of parallel surfaces at the local gap. The lower hemisphere has the profile
\begin{equation}
D(\rho)=d+R-\sqrt{R^2-\rho^2},\qquad 0\le\rho\le R.
\end{equation}
Using areas projected on the plane, the energy is $\int E(D)\,2\pi\rho\,d\rho$. Moving the sphere changes $D$ by the same amount at every fixed $\rho$, so $\partial D/\partial d=1$ and
\begin{equation}
F_{\rm front}=\int_0^R p(D(\rho))\,2\pi\rho\,d\rho .
\end{equation}

To change variable, differentiate the profile:
\begin{equation}
dD=\frac{\rho\,d\rho}{\sqrt{R^2-\rho^2}}
=\frac{\rho\,d\rho}{R+d-D}.
\end{equation}
Hence $\rho\,d\rho=(R+d-D)\,dD$, and
\begin{equation}
F_{\rm front}=2\pi\int_d^{d+R}(R+d-D)\left(-\frac{dE}{dD}\right)dD .
\label{front}
\end{equation}
Integration by parts gives
\begin{align}
F_{\rm front}
&=2\pi\Big[-(R+d-D)E(D)\Big]_d^{d+R}
-2\pi\int_d^{d+R}E(D)\,dD\nonumber\\
&=2\pi R\,E(d)-2\pi\int_d^{d+R}E(D)\,dD .
\label{parts}
\end{align}
The boundary term vanishes at $D=d+R$ because its first factor is zero there. At $D=d$ that factor is $R$, and subtracting the lower limit cancels the minus sign in the bracket, which leaves $+2\pi R\,E(d)$. This is a negative force when $E(d)<0$.

The first term of (\ref{parts}) is the Derjaguin force,
\begin{equation}
F_D=2\pi R\,E(d)=-\frac{AR}{6d^2}.
\label{der}
\end{equation}
It relates the \emph{force} on the sphere to the planar \emph{energy} per area. The integration over the curved surface has undone the derivative that turned energy into pressure.

\subsection{The size of the dropped term}

For the planar energy (\ref{planar}), the remaining term of (\ref{parts}) is
\begin{align}
-2\pi\int_d^{d+R}E(D)\,dD
&=\frac A6\int_d^{d+R}\frac{dD}{D^2}
=\frac A6\left(\frac1d-\frac1{d+R}\right)\nonumber\\
&=\frac{AR}{6d(d+R)}.
\end{align}
It is positive and reduces the attraction. Adding it to (\ref{der}),
\begin{equation}
F_{\rm front}=-\frac{AR}{6d^2}\left(1-\frac d{d+R}\right)
=\frac{F_D}{1+d/R}.
\label{frontresult}
\end{equation}
Within this construction the dropped term is small when
\begin{equation}
d\ll R .
\end{equation}

The same condition follows from the region that carries the force. With the parabolic profile, the force from inside radius $\rho$ is
\begin{equation}
2\pi R\int_d^{D(\rho)}p\,dD=2\pi R\,[E(d)-E(D(\rho))],
\end{equation}
which is a fraction $1-[d/D(\rho)]^2$ of $F_D$. At $\rho=\sqrt{2Rd}$ the local gap is $2d$ and the fraction is $3/4$. The slope of the surface there is $\rho/R=\sqrt{2d/R}$. The patches that matter are nearly parallel to the plane when this slope is small, which again means $d\ll R$.

Equation (\ref{frontresult}) does not settle the true error. It measures the effect of replacing the spherical profile by a parabola continued to infinite radius, but it still treats each patch as if it belonged to parallel half-spaces. A calculation without that assumption is needed.

\section{Second derivation: summing over atoms}

Now suppose that an atom of the sphere and an atom of the plane, at distance $r$, have energy $-C/r^6$, and that these pair energies add. Let $n_1$ and $n_2$ be the number densities of sphere and plane, treated as continuous.

An atom at height $z$ above the half-space has energy
\begin{equation}
w(z)=-Cn_2\int_z^\infty ds\int_0^\infty
\frac{2\pi\rho\,d\rho}{(\rho^2+s^2)^3}.
\end{equation}
With $t=\rho^2$, the inner integral is $\pi\int_0^\infty dt\,(t+s^2)^{-3}=\pi/(2s^4)$. Integrating $s^{-4}$ from $z$ to infinity gives $1/(3z^3)$, so
\begin{equation}
w(z)=-\frac{\pi Cn_2}{6z^3},\qquad
f(z)=-\frac{dw}{dz}=-\frac{\pi Cn_2}{2z^4}.
\label{atom}
\end{equation}

To express the result through $A$, fill a half-space with atoms of density $n_1$ above height $d$. The energy per area is
\begin{equation}
n_1\int_d^\infty w(z)\,dz=-\frac{\pi Cn_1n_2}{12d^2}.
\end{equation}
Comparison with (\ref{planar}) gives $A=\pi^2Cn_1n_2$ in this model.

The sphere occupies heights from $d$ to $b=d+2R$. Its horizontal slice at height $z$ is a disk with squared radius
\begin{equation}
R^2-(z-d-R)^2=(z-d)(b-z),
\end{equation}
by the difference of two squares. All atoms in a slice feel the same force $f(z)$. Therefore
\begin{align}
F&=\int_d^b n_1\,\pi(z-d)(b-z)\,f(z)\,dz\nonumber\\
&=-\frac A2\int_d^b\frac{(z-d)(b-z)}{z^4}\,dz .
\end{align}
Expand the numerator as $-z^2+(b+d)z-bd$ and integrate each power:
\begin{equation}
\int_d^b\frac{(z-d)(b-z)}{z^4}dz
=\left[\frac1z-\frac{b+d}{2z^2}+\frac{bd}{3z^3}\right]_d^b .
\end{equation}
The bracket equals $1/(2b)-d/(6b^2)$ at $z=b$ and $1/(2d)-b/(6d^2)$ at $z=d$. The difference is
\begin{equation}
\frac{b^3-3b^2d+3bd^2-d^3}{6b^2d^2}
=\frac{(b-d)^3}{6b^2d^2}=\frac{4R^3}{3b^2d^2}.
\end{equation}
The full pairwise force is thus
\begin{equation}
F=-\frac{2AR^3}{3d^2(d+2R)^2}
=-\frac{AR}{6d^2}\,\frac1{(1+d/2R)^2}.
\label{full}
\end{equation}
For $d\ll R$ the last factor tends to one and (\ref{der}) is recovered. No patch of the sphere was assumed to be parallel to the plane.

\subsection{A quantitative condition and the opposite limit}

From (\ref{full}), the overestimate of the attraction, relative to the full pairwise force, is
\begin{equation}
\frac{F_D}{F}-1=\left(1+\frac d{2R}\right)^2-1
=\frac dR+\frac{d^2}{4R^2}.
\label{error}
\end{equation}
Requiring it not to exceed $\eta$ gives
\begin{equation}
\frac dR\le2\left(\sqrt{1+\eta}-1\right)\simeq\eta
\quad(\eta\ll1).
\label{criterion}
\end{equation}

When $d\gg R$, (\ref{full}) becomes $F\simeq-2AR^3/(3d^4)$. This is the number of atoms in the sphere, $4\pi R^3n_1/3$, times the single-atom force $f(d)$, as it must be when the sphere is small compared with its distance. In that regime $F/F_D\simeq4R^2/d^2$, and the Derjaguin formula fails completely.

\subsection{The energy converges more slowly than the force}

The work of removing a particle involves the energy. Since $1/d-1/b=2R/(db)$, (\ref{full}) can be written as
\begin{equation}
F=-\frac{AR}{6}\left(\frac1d-\frac1b\right)^2
=-\frac{AR}{6}\left[\frac1{d^2}+\frac1{b^2}
-\frac1R\left(\frac1d-\frac1b\right)\right].
\end{equation}
With $U(\infty)=0$, integrating the force from $d$ to infinity gives
\begin{equation}
U(d)=-\frac{AR}{6d}\left[1+\frac d{d+2R}
-\frac dR\ln\frac{d+2R}{d}\right].
\end{equation}
The leading energy is $-AR/(6d)$, but its relative correction is of order $(d/R)\ln(2R/d)$. At small gap this exceeds the correction to the force, because the energy collects contributions from all larger separations. A tolerance set for the force by (\ref{criterion}) does not carry over to the energy. The integral also assumes nonretarded attraction at every separation it covers.

\subsection{How the two sums are related}

Consider a vertical column of the sphere between heights $D_f$ and $D_b$. By (\ref{atom}), the force on it per unit cross-section is
\begin{equation}
-\frac{\pi Cn_1n_2}{2}\int_{D_f}^{D_b}\frac{dz}{z^4}
=-\frac{A}{6\pi}\left(\frac1{D_f^3}-\frac1{D_b^3}\right)
=p(D_f)-p(D_b).
\end{equation}
In the pairwise model, the planar pressure on the front surface is therefore correct once the pressure belonging to the back surface is subtracted. The front sum omits that subtraction. With $x=d/R$, the difference is
\begin{equation}
\frac{F_{\rm front}-F}{F_D}
=\frac1{1+x}-\frac1{(1+x/2)^2}
=\frac{x^2/4}{(1+x)(1+x/2)^2}.
\end{equation}
It is of second order, which explains why both sums have the first correction $-d/R$ in this model.

\section{A numerical case}

Take the round model values $A=0.002$ hartree, $R=2000$ bohr and $d=20$ bohr. The planar energy is
\begin{equation}
E(d)=-\frac{0.002}{12\pi(20)^2}
=-1.326\times10^{-7}\ \text{hartree/bohr}^2,
\end{equation}
and the Derjaguin force is
\begin{equation}
F_D=-\frac{0.002\times2000}{6(20)^2}
=-1.667\times10^{-3}\ \text{hartree/bohr},
\end{equation}
or $-0.137$ nN. The full pairwise force is $-1.650\times10^{-3}$ hartree/bohr. The overestimate is $1.00\%$, in agreement with $d/R=0.01$.

The zone radius is $\sqrt{2\times2000\times20}=282.8$ bohr, or $0.141R$. On the true spherical profile this zone carries a fraction $0.756$ of the front-surface force, close to the parabolic value $3/4$. The zone is much wider than the gap and still much smaller than the sphere.

At $d=100$ bohr the overestimate is $5.06\%$, and at $200$ bohr it is $10.25\%$. For a tolerance of $5\%$, (\ref{criterion}) gives $d/R\le0.0494$, or a largest gap of $98.8$ bohr. These percentages compare two results of the nonretarded model. They are not estimates of the error against a measured force. Retardation can weaken the attraction between real materials by more than the curvature correction given here, even at the smallest gap, about 1 nm. At that gap the atomic structure of the surfaces can also change the force by more than one percent.

\section{What each derivation assumes}

Both derivations treat the bodies as smooth, rigid and homogeneous. The gap must be large compared with atomic spacings. For the nonretarded law used here, the gaps in the interaction zone must also be short compared with the retardation length. Roughness comparable with $d$ changes the local gap, and flattening at contact changes the profile. Double-layer and capillary forces are separate contributions. The inequality $d\ll R$ ensures none of these conditions: for a large sphere, a gap can be small compared with $R$ and still be too wide for the nonretarded law.

Beyond this common ground the assumptions differ. The first derivation takes the planar energy as given, whatever its microscopic origin, and assumes that nearly parallel patches act independently. The second needs no such patches, but it assumes that pair energies add. In dense matter they do not, since each atom responds to fields already modified by its neighbours. The question is then whether (\ref{der}) survives without additivity, and whether (\ref{error}) does.

This can be examined at one imaginary frequency $i\xi$. Let both bodies have permittivity $\varepsilon$ relative to the medium. A plane surface reflects an electrostatic field with amplitude $\Delta=(\varepsilon-1)/(\varepsilon+1)$, up to a sign that cancels between two reflections. For lateral wave number $k$, a round trip between two planes multiplies the field by $\Delta^2e^{-2kd}$. Coupled modes occur where one minus this factor vanishes. Summing their zero-point energies by a contour integral gives $(\hbar/2\pi)\int_0^\infty d\xi$ of the logarithm of that expression, summed over wave vectors. Per area, the sum is
\begin{align}
\int\frac{d^2k}{4\pi^2}\ln\!\left(1-\Delta^2e^{-2kd}\right)
&=-\frac1{2\pi}\sum_{j=1}^\infty\frac{\Delta^{2j}}j
\int_0^\infty k\,e^{-2jkd}\,dk\nonumber\\
&=-\frac1{8\pi d^2}\sum_{j=1}^\infty\frac{\Delta^{2j}}{j^3}.
\end{align}
The second line uses $\int_0^\infty k\,e^{-2jkd}dk=1/(4j^2d^2)$. The dependence on $d$ is that of (\ref{planar}), with no pairwise assumption.

For the sphere and plane, the round-trip factor becomes a matrix acting on the multipoles of the sphere. Each multipole produces an image in the plane, and the field of the image excites multipoles of every allowed degree, $l\ge\max(1,|m|)$, with the same azimuthal order $m$, because the arrangement is symmetric about the normal through the sphere's centre. The logarithm of the determinant of one minus this matrix replaces the planar logarithm. Its force, divided by $2\pi R$ times the planar expression above, was evaluated numerically.

For $\varepsilon=1.001$, where repeated scattering is negligible, the ratio agrees with $(1+d/2R)^{-2}$ within the test tolerance of $10^{-3}$. For $\varepsilon=5$ it is $0.884$, $0.945$, $0.975$ and $0.988$ at $d/R=0.2$, $0.1$, $0.05$ and $0.025$. The ratio approaches one as the gap shrinks, which supports (\ref{der}) beyond additivity at this permittivity. It is not a proof for every material.

The correction itself is different. The deviation from one, divided by $d/R$, runs from $-0.58$ to $-0.47$ over these gaps, whereas additive $r^{-6}$ energies give a value near $-1$ at small gap. It is still changing at the smallest gap, so these data do not fix a limiting coefficient. They do show that (\ref{error}) and the factor in (\ref{frontresult}) are not universal corrections. For $\varepsilon=5$ the pairwise criterion is stricter than necessary at the gaps examined; that is not a guarantee for other materials.

The two derivations thus support different parts of the result. The first explains why the planar energy determines the leading force. The second gives a definite error, valid for additive $r^{-6}$ energies. The numerical output below contains the values for both permittivities.

\section*{Numbers as computed}
\begin{verbatim}
Hamaker constant A = 0.0020 hartree = 8.719e-21 J
Sphere radius R = 2000 bohr = 105.8 nm
Gap d = 20 bohr, d/R = 0.010
  planar energy = -1.3263e-07 hartree/bohr^2
  Derjaguin force = -1.66667e-03 hartree/bohr
  full pairwise force = -1.65012e-03 hartree/bohr
  front-ring force = -1.65017e-03 hartree/bohr
  full/Derjaguin = 0.99007 (no unit)
  overestimate = 1.003 percent
Gap d = 100 bohr, d/R = 0.050
  planar energy = -5.3052e-09 hartree/bohr^2
  Derjaguin force = -6.66667e-05 hartree/bohr
  full pairwise force = -6.34543e-05 hartree/bohr
  front-ring force = -6.34921e-05 hartree/bohr
  full/Derjaguin = 0.95181 (no unit)
  overestimate = 5.062 percent
Gap d = 200 bohr, d/R = 0.100
  planar energy = -1.3263e-09 hartree/bohr^2
  Derjaguin force = -1.66667e-05 hartree/bohr
  full pairwise force = -1.51172e-05 hartree/bohr
  front-ring force = -1.51515e-05 hartree/bohr
  full/Derjaguin = 0.90703 (no unit)
  overestimate = 10.250 percent
Main gap = 1.058 nm
Main Derjaguin force = -0.1373 nN
Zone radius sqrt(2Rd) at main gap = 282.8 bohr
Zone radius/R = 0.1414 (no unit)
Front-force fraction inside zone = 0.7562 (no unit)
Allowed overestimate = 5.0 percent
Largest allowed d/R = 0.04939 (no unit)
Largest allowed gap = 98.78 bohr
Multipole permittivity ratios: 1.001, 5.0 (no unit)
d/R = 0.200: force/Derjaguin, no unit
  dilute = 0.82650, dense = 0.88406
  dense (ratio-1)/(d/R) = -0.5797
d/R = 0.100: force/Derjaguin, no unit
  dilute = 0.90706, dense = 0.94545
  dense (ratio-1)/(d/R) = -0.5455
d/R = 0.050: force/Derjaguin, no unit
  dilute = 0.95183, dense = 0.97475
  dense (ratio-1)/(d/R) = -0.5050
d/R = 0.025: force/Derjaguin, no unit
  dilute = 0.97547, dense = 0.98821
  dense (ratio-1)/(d/R) = -0.4716
\end{verbatim}
